\section*{Resistance drift with exponent 0.1 over nine decades of time}

\section*{Question}

I am working on an exercise about phase-change memory. A cell is melted by a current pulse and quenched into the amorphous, high-resistance state. Its resistance then creeps upward with time. The exercise says that the drift exponent is 0.1 and asks me to show that the resistance grows by a factor of about 7.9 over nine decades of time.

I found that one decade raises the resistance by about 26\%. Nine decades should then add nine times 26\%, which gives a factor of about 3.3, not 7.9. Where do I go wrong?

Two further things bother me. Does it matter when I start the clock? And why should one exponent hold from microseconds to many minutes?

\section*{Answer}

Your 26\% is right, but it is 26\% of the resistance at the start of \emph{each} decade, and that resistance keeps growing. The increments compound. This follows from the definition of the exponent.

\subsection*{From the definition to the factor}

Let $R(t)$ be the resistance read at low voltage and fixed temperature, and let $t$ be the time since the end of the quench. The drift exponent is the slope of $R$ against $t$ on doubly logarithmic axes:
\begin{equation}
\nu=\frac{d\ln R}{d\ln t}.
\end{equation}
The units of $R$ and $t$ do not matter, because a change of unit adds a constant to a logarithm and leaves the slope alone. Since $d\ln R=dR/R$ and $d\ln t=dt/t$, the definition is equivalent to
\begin{equation}
\frac{dR}{R}=\nu\,\frac{dt}{t}.
\end{equation}
Now assume that $\nu$ is the same at all times between $t_1$ and $t_2$. It can then be taken out of the integral:
\begin{equation}
\int_{R(t_1)}^{R(t_2)}\frac{dR}{R}=\nu\int_{t_1}^{t_2}\frac{dt}{t}
\quad\Rightarrow\quad
\ln\frac{R(t_2)}{R(t_1)}=\nu\ln\frac{t_2}{t_1}.
\end{equation}
Taking the exponential of both sides gives
\begin{equation}
\frac{R(t_2)}{R(t_1)}=\left(\frac{t_2}{t_1}\right)^{\nu}.
\end{equation}
A span of $n$ decades means $t_2/t_1=10^n$, so the factor is $10^{n\nu}$. For $n=9$ and $\nu=0.1$,
\begin{equation}
\frac{R(t_2)}{R(t_1)}=10^{0.9}=\frac{10}{10^{0.1}}=\frac{10}{1.2589}\approx 7.94,
\end{equation}
which is the factor of about 7.9 that you were asked for.

Your sum was $1+9\times0.2589\approx3.33$. It adds the first decade's increment nine times. The correct operation is the product $1.2589^9\approx7.94$. Take a cell with 1 megaohm at 1 microsecond. The first decade adds 0.26 megaohm. The last one, from 100 s to 1000 s, takes it from 6.31 to 7.94 megaohm and so adds 1.63 megaohm. The ratio is the same in both decades, but the increment is not.

The same equation shows that drift slows down in ordinary time. From $dR/dt=\nu R/t$, the relative growth rate is $\nu/t$. The last factor of 1.26 takes 900 s, while the first took 9 microseconds.

\subsection*{How sensitive is the result to the exponent?}

If the exponent changes by $\delta$, the nine-decade factor is multiplied by
\begin{equation}
\frac{10^{9(\nu+\delta)}}{10^{9\nu}}=10^{9\delta}.
\end{equation}
For $\delta=0.01$ this is $10^{0.09}\approx1.23$. An exponent of 0.09 therefore gives a factor of 6.46, and 0.11 gives 9.77. If $\nu$ is known only to one decimal place, it can lie anywhere between 0.05 and 0.15, and the factor anywhere between $10^{0.45}\approx2.8$ and $10^{1.35}\approx22$. The value 7.9 therefore belongs to an exponent taken as exactly 0.1.

\subsection*{When the clock starts}

The starting time does matter if the first reading is early. Suppose the clock starts a delay $d>0$ after the quench. A clock reading $s$ then corresponds to the true time $t=s+d$, and the resistances at two readings $s_1<s_2$ have the ratio
\begin{equation}
\frac{R_2}{R_1}=\left(\frac{s_2+d}{s_1+d}\right)^{\nu}.
\end{equation}
This is smaller than $(s_2/s_1)^\nu$. To see why, compare the two fractions by cross-multiplication: $(s_2+d)s_1<s_2(s_1+d)$ reduces to $s_1d<s_2d$, which is true.

Take readings of 1 microsecond and 1000 s, with a delay of 1 microsecond. The first true time is doubled and the last is practically unchanged, so the factor becomes
\begin{equation}
\frac{7.943}{2^{0.1}}\approx7.41.
\end{equation}
The slope that you would read from a plot against $s$ follows from $\ln R=\nu\ln(s+d)+\text{const}$:
\begin{equation}
\frac{d\ln R}{d\ln s}=s\,\frac{d\ln R}{ds}=\nu\,\frac{s}{s+d}.
\end{equation}
It is too small for $s\lesssim d$ and approaches $\nu$ for $s\gg d$. A late clock thus bends the early part of the plot and leaves the late part straight.

\subsection*{Why one exponent can hold for so long}

The definition of $\nu$ does not make it constant; that has to come from the material. Here is a simple model in which it does. It shows that a constant exponent is possible, not that every cell works this way.

Assume that the quenched glass contains defects that can relax, each over an energy barrier $E$. The barriers are spread uniformly between 0 and $W$. No defect has relaxed at $t=0$, and relaxation is irreversible, with the rate $f_0e^{-E/kT}$, where $f_0$ is an attempt rate. A constant rate means that the probability of still being unrelaxed decays exponentially, as $e^{-x}$ with
\begin{equation}
x=f_0t\,e^{-E/kT}.
\end{equation}
The relaxed fraction of all defects is the average of $1-e^{-x}$ over the barriers:
\begin{equation}
F(t)=\frac1W\int_0^W\left(1-e^{-x}\right)dE.
\end{equation}
Assume also that conduction is thermally activated and that its activation energy rises in proportion to $F$, by $D$ when all defects have relaxed:
\begin{equation}
R=R_*\exp\!\left(\frac{E_{a0}+D\,F(t)}{kT}\right),
\qquad
\nu(t)=\frac{D}{kT}\,\frac{dF}{d\ln t}.
\end{equation}
The second relation follows because $R_*$, $E_{a0}$ and $T$ do not change with time.

To find $dF/d\ln t$, note that $x$ is proportional to $t$ at fixed $E$, so $dx/d\ln t=x$. The chain rule then gives
\begin{equation}
\frac{dF}{d\ln t}=\frac1W\int_0^W x\,e^{-x}\,dE.
\end{equation}
Next, change the integration variable from $E$ to $x$ at fixed $t$. Since $dx=-x\,dE/kT$, we have $dE=-kT\,dx/x$. The limit $E=0$ becomes $x_{\max}=f_0t$, and $E=W$ becomes $x_{\min}=f_0t\,e^{-W/kT}$. The minus sign is used up by exchanging the limits:
\begin{align}
\frac{dF}{d\ln t}
&=-\frac{kT}{W}\int_{x_{\max}}^{x_{\min}}e^{-x}\,dx
=\frac{kT}{W}\int_{x_{\min}}^{x_{\max}}e^{-x}\,dx\nonumber\\
&=\frac{kT}{W}\left(e^{-x_{\min}}-e^{-x_{\max}}\right).
\end{align}
Multiplying by $D/kT$ cancels the thermal energy in front:
\begin{equation}
\nu(t)=\frac DW\left(e^{-x_{\min}}-e^{-x_{\max}}\right).
\end{equation}
As long as $x_{\min}\ll1\ll x_{\max}$, the bracket is close to 1 and $\nu\approx D/W$, a constant.

The picture behind this is a moving front. At time $t$ the defects now relaxing are those with $x\approx1$, that is, with barriers near $kT\ln(f_0t)$. Each decade of time moves the front up by the same energy, $kT\ln10$. With a uniform distribution, each decade therefore relaxes the same number of defects and multiplies $R$ by the same factor. A higher temperature moves the front further per decade, but it also weakens the effect of a given activation energy on $\ln R$. In this model the two changes cancel. The cancellation needs a uniform barrier distribution and an attempt rate that is the same for all barriers. If the distribution is not uniform, the exponent follows the density of barriers at the front, whose position $kT\ln(f_0t)$ depends on temperature, so the exponent of a real cell need not be independent of temperature.

\subsection*{Numbers for the model}

Take the round values $f_0=10^{13}$ per second, $T=300$ K, $W=1.5$ eV and $D=0.15$ eV, so that $D/W=0.1$. At 1 microsecond $x_{\max}=10^7$, and at 1000 s $x_{\min}=6.3\times10^{-10}$. Since $x_{\max}$ and $x_{\min}$ both grow with time, the condition for a constant exponent holds throughout the span. Direct numerical integration of $F$ over the barriers gives a resistance factor of 7.94, and the same factor at 330 K. This comparison is between two cells, each held at its own temperature from the quench onward. It does not say that the resistance itself is the same at both temperatures.

The required change in activation energy is small. With $kT=0.02585$ eV,
\begin{equation}
D\,\Delta F=\nu\,kT\ln10^9
=0.1\times0.02585\ \text{eV}\times20.72\approx0.054\ \text{eV}.
\end{equation}
This is about two thermal energies, but it stands in an exponent, and that is enough to raise the resistance nearly eightfold.

\subsection*{Where the power law ends}

At very short times, $f_0t\ll1$, even the lowest barriers have hardly begun to relax. If $W\gg kT$, then $x_{\min}$ is negligible and
\begin{equation}
\nu(t)\approx\frac DW\left(1-e^{-f_0t}\right)\approx\frac DW\,f_0t\to0.
\end{equation}
The model resistance therefore starts from a finite value. The pure power law would give $R=0$ at $t=0$, which lies outside its range.

This early onset, at $t\approx1/f_0$, rests on the assumption that no defect has relaxed at $t=0$, that is, on an instantaneous quench. A real cell cools in a finite time, and low barriers relax while it is still hot. A time $\tau$ spent at a temperature $T_h$ relaxes the barriers up to about $kT_h\ln(f_0\tau)$. At temperature $T$ the front reaches this energy only at $t\approx(f_0\tau)^{T_h/T}/f_0$. For 1 nanosecond at 600 K and $T=300$ K this is $(10^4)^2/10^{13}$ s, or 10 microseconds. Before that time the exponent is below $D/W$, and the factor from 1 microsecond to 1000 s falls short of 7.9.

At long times the barriers run out. This happens around $x_{\min}=1$, at the time
\begin{equation}
t_W=\frac{e^{W/kT}}{f_0}.
\end{equation}
For $W=1.5$ eV this is $1.6\times10^{12}$ s, far beyond the span considered. Now take $W=0.8$ eV and $D=0.08$ eV. The ratio $D/W$ is still 0.1, but $t_W$ is only 2.75 s. The factor between 1 microsecond and 1000 s drops to 4.16.

If drift kept its full exponent up to $t_W$ and then stopped at once, the factor would be $(2.75\times10^6)^{0.1}\approx4.40$. The true end is gradual. Write $x$ for $x_{\min}$, so that $d\ln t=dx/x$. In units of $D/W$, the growth of $\ln R$ lost before $t_W$ and the growth gained after it are
\begin{equation}
L=\int_0^1\frac{1-e^{-x}}{x}\,dx,
\qquad
G=\int_1^\infty\frac{e^{-x}}{x}\,dx=\int_0^1\frac{e^{-1/y}}{y}\,dy,
\end{equation}
where $y=1/x$ was used in the last step, and the far ends of the time span were extended to 0 and infinity with negligible effect. On the interval from 0 to 1, the curve $1-e^{-x}$ is concave and lies above its chord, so the integrand of $L$ is at least $1-1/e\approx0.63$. The integrand of $G$ is $ue^{-u}$ with $u=1/y$, which is at most $1/e\approx0.37$. Hence $L>G$, and the gradual end gives less total drift than the sudden one.

So the calculation of the factor 7.9 assumes one exponent of 0.1 over all nine decades, at fixed temperature and with time counted from the quench. An exponent that varies with time gives the same factor only if its average over $\ln t$ is 0.1. Crystallization must also be negligible, because it replaces the high-resistance glass by a better conductor. A slope of 0.1 measured over two or three decades does not by itself guarantee the same slope over the remaining ones. The numerical output below lists the resistance decade by decade, together with the values for both barrier distributions.

\section*{Values computed for the example and the checks}
\begin{verbatim}
drift exponent: 0.10 (no unit)
number of decades: 9
first time: 1.0e-06 s, last time: 1.0e+03 s
resistance at 1e-06 s: 1.0000 megaohm
resistance at 1e-05 s: 1.2589 megaohm
resistance at 1e-04 s: 1.5849 megaohm
resistance at 1e-03 s: 1.9953 megaohm
resistance at 1e-02 s: 2.5119 megaohm
resistance at 1e-01 s: 3.1623 megaohm
resistance at 1e+00 s: 3.9811 megaohm
resistance at 1e+01 s: 5.0119 megaohm
resistance at 1e+02 s: 6.3096 megaohm
resistance at 1e+03 s: 7.9433 megaohm
factor for one decade: 1.2589
factor for nine decades: 7.9433
nine equal additions instead: 3.3303
nine-decade factor, exponent 0.09: 6.4565
nine-decade factor, exponent 0.11: 9.7724
clock delay: 1.0e-06 s
factor between the same readings, late clock: 7.4113
model attempt rate f0: 1.0e+13 1/s
model temperature: 300 K, kT = 0.02585 eV
wide model: W = 1.50 eV, D = 0.150 eV
wide model exponent D/W: 0.100
wide model x_max at first time: 1.00e+07
wide model x_min at last time: 6.33e-10
wide model time where barriers run out: 1.58e+12 s
wide model factor at 300 K: 7.9433
wide model factor at 330 K: 7.9433
narrow model: W = 0.80 eV, D = 0.080 eV
narrow model time where barriers run out: 2.75 s
narrow model factor at 300 K: 4.1579
\end{verbatim}
